# Why single-vector Lanczos cannot count degenerate states

Suppose the one-electron levels of a large Hamiltonian have been computed with the Lanczos method, and electrons are now to be placed in them. Each level takes two electrons per orbital, so the filling depends on how many orbitals share each energy. If the list shows an energy once, is there one orbital there, or are there three? The answer decides whether the system has a closed shell and a gap, and whether perturbation theory for a nondegenerate state may be used.

## The belief and its appeal

The belief is this: a Lanczos run carried to its end, from a start vector with no special symmetry, returns the whole spectrum with its multiplicities. An energy listed once is then nondegenerate, and one listed three times is threefold degenerate.

There are respectable reasons to think so. Lanczos builds an orthonormal basis in which the Hamiltonian is tridiagonal, and a complete change of basis preserves every eigenvalue with its multiplicity. A random vector has a component along every member of any eigenbasis fixed beforehand, so no state seems to be hidden from it. Moreover, computer runs do sometimes list an energy several times.

The first reason assumes that the basis becomes complete. The second overlooks the freedom to choose a basis inside a degenerate level. The third rests on an effect of rounding, which can produce copies that are no property of the Hamiltonian. Until rounding is discussed at the end, arithmetic is exact.

## What one vector can reach

Let $H$ be a Hermitian $N\times N$ matrix with distinct eigenvalues $\lambda$, multiplicities $g_\lambda$, and orthogonal projectors $P_\lambda$ onto the eigenspaces. Since $\sum_\lambda P_\lambda=1$ and $HP_\lambda=\lambda P_\lambda$, a start vector $v\neq0$ obeys

$$H^k v=\sum_\lambda \lambda^k w_\lambda,\qquad w_\lambda=P_\lambda v. \tag{1}$$

The Krylov space $K$ is the span of $v,Hv,H^2v,\dots$. By (1) it lies in the span of the nonzero $w_\lambda$. Let there be $m$ of these. Conversely, each of them lies in $K$, because the polynomial

$$\ell_\lambda(x)=\prod_{\mu\ne\lambda}\frac{x-\mu}{\lambda-\mu},$$

with $\mu$ running over the other eigenvalues for which $w_\mu\neq0$, equals one at $\lambda$ and zero at each such $\mu$. Hence $\ell_\lambda(H)v=w_\lambda$. The $w_\lambda$ are mutually orthogonal, so

$$\dim K=m. \tag{2}$$

The space holds one vector per distinct eigenvalue that $v$ overlaps, whatever the multiplicities.

This also settles the argument from random vectors. In a threefold level, choose the first basis vector along $w_\lambda$ and the other two perpendicular to it. Those two are orthogonal to $v$, and by (1) to every $H^kv$. A generic $v$ does overlap three eigenvectors chosen beforehand, but it always enters with the same combination of them. Powers of $H$ multiply that combination by a number and cannot take it apart.

## What the recurrence returns

Lanczos starts from $q_1=v/\|v\|$ and continues with

$$\beta_kq_{k+1}=Hq_k-\alpha_kq_k-\beta_{k-1}q_{k-1},\qquad \alpha_k=q_k^\dagger Hq_k, \tag{3}$$

where $\beta_0q_0=0$ and $\beta_k\ge0$ is the norm of the right-hand side. The run stops when this norm vanishes.

The vectors are orthonormal, by induction. Suppose $q_1,\dots,q_k$ are. The choice of $\alpha_k$ makes the right-hand side orthogonal to $q_k$. For $j<k$, use $q_j^\dagger Hq_k=(Hq_j)^\dagger q_k$. By (3), $Hq_j$ is a combination of $q_{j-1},q_j,q_{j+1}$, with coefficient $\beta_j$ on $q_{j+1}$. The overlap is therefore $\beta_{k-1}$ for $j=k-1$, which the last term of (3) cancels, and zero for smaller $j$.

All $q_k$ lie in $K$, so there can be at most $m$ of them. If the run stopped at some $k<m$, the span of $q_1,\dots,q_k$ would contain $v$ and be mapped into itself by $H$. It would then contain all of $K$, which has a larger dimension. So the run stops at $k=m$.

With $Q=(q_1,\dots,q_m)$, equation (3) reads $HQ=QT$, where $T$ is real, symmetric and tridiagonal, with diagonal $\alpha_1,\dots,\alpha_m$ and off-diagonal $\beta_1,\dots,\beta_{m-1}$. If $Tu=\theta u$, then $H(Qu)=\theta\,Qu$, so every eigenvalue of $T$ is an eigenvalue of $H$ with an eigenvector in $K$. By (2) the eigenvectors in $K$ are the $w_\lambda$, up to factors. The run returns each overlapped $\lambda$ once, with the vector $w_\lambda/\|w_\lambda\|$.

## A tridiagonal matrix has no room for degeneracy

The same limit can be read from $T$ alone. It is unreduced, which means that no $\beta_k$ inside it vanishes. Let $\theta_i$ be its eigenvalues, for now possibly repeated, and $u_i$ real orthonormal eigenvectors with components $u_{ki}$. For $x$ away from the eigenvalues, the adjugate of $x-T$ is its determinant times its inverse:

$$\operatorname{adj}(x-T)=\sum_i\Big[\prod_{j\neq i}(x-\theta_j)\Big]u_iu_i^{T}. \tag{4}$$

Both sides are polynomials in $x$, so (4) holds for every $x$.

Take the entry in row 1, column $m$. By definition it is $(-1)^{1+m}$ times the determinant of $x-T$ without row $m$ and column 1. What remains is lower triangular with $-\beta_1,\dots,-\beta_{m-1}$ on its diagonal, so its determinant is $(-1)^{m-1}\prod_k\beta_k$. The two signs multiply to $+1$. At $x=\theta_i$ every term of the sum except the $i$th contains the factor $\theta_i-\theta_i=0$, which leaves

$$u_{1i}\,u_{mi}\prod_{j\ne i}(\theta_i-\theta_j)=\prod_{k=1}^{m-1}\beta_k. \tag{5}$$

If $\theta_i$ were repeated, the left side would vanish while the right side does not. An unreduced $T$ therefore has simple eigenvalues.

Equation (5) also says how close they may come. Normalization gives $|u_{1i}u_{mi}|\le\tfrac12(u_{1i}^2+u_{mi}^2)\le\tfrac12$. Of the $m-1$ differences, keep the one to the nearest eigenvalue and replace each of the others by the full spread $W=\theta_{\max}-\theta_{\min}$, which is at least as large. Then, for $m\ge2$,

$$\text{smallest gap}\;\ge\;\frac{2\prod_k\beta_k}{W^{m-2}}. \tag{6}$$

For long runs this bound can be extremely small. Simple eigenvalues need not look distinct at working precision.

One might still hope that the multiplicity is encoded in the coefficients. It is not. By (3), each $q_k$ is a polynomial in $H$ acting on $q_1$, and for real polynomials $a$ and $b$

$$[a(H)q_1]^\dagger[b(H)q_1]=\sum_\lambda\omega_\lambda\,a(\lambda)b(\lambda),\qquad \omega_\lambda=\frac{\|w_\lambda\|^2}{\|v\|^2}. \tag{7}$$

All $\alpha_k$ and $\beta_k$ follow from such products, hence from the energies and weights alone. The nondegenerate $m\times m$ diagonal matrix of the overlapped energies, started from the vector with components $\sqrt{\omega_\lambda}$, produces the same $T$. No analysis of $T$ can tell the two Hamiltonians apart.

## Eight orbitals, four of them found

Let an electron hop along the edges of a cube with one orbital on each corner. The matrix element between neighbours is $-t$, with $t=0.1$ hartree chosen for the example. Label the corners 0 to 7 by three binary digits, so that a hop flips one digit. An eigenvector is either even or odd under the flip of each digit. An even direction contributes $-t$ and an odd one $+t$, so with $n$ odd directions

$$E_n=-t(3-2n),\qquad g_n=\binom3n.$$

The levels are $-0.3,-0.1,0.1,0.3$ hartree, with multiplicities $1,3,3,1$.

Take $v=(1,2,0,-1,3,1,-2,3)$, with $\|v\|^2=29$. The normalized lowest state has all components equal to $1/\sqrt8$, and the components of $v$ add up to 7, so its weight is $49/(8\cdot29)=0.2112$. The weights of all four levels, in order of energy, are $0.2112$, $0.2888$, $0.1509$ and $0.3491$. Every level is present. The first coefficient is the mean energy,

$$\alpha_1=-0.3(0.2112)-0.1(0.2888)+0.1(0.1509)+0.3(0.3491)=0.0276\ \text{hartree}.$$

In rational arithmetic with unnormalized vectors, which needs no square roots, the residual is exactly zero after four steps. The off-diagonal coefficients are $0.2325$, $0.1664$ and $0.1250$ hartree, and the eigenvalues of $T$ are the four levels, once each. In units of $t$,

$$\det(x-T)=x^4-10x^2+9=(x^2-1)(x^2-9),$$

whereas $\det(x-H)=(x^2-1)^3(x^2-9)$. The bound (6) gives a gap of at least $2(0.2325)(0.1664)(0.1250)/0.6^2=0.027$ hartree. The actual smallest gap is 0.2 hartree.

Now place eight noninteracting electrons, two per orbital. The true ground state fills the lowest orbital and the three at $-0.1$ hartree:

$$2(-0.3)+6(-0.1)=-1.2\ \text{hartree}.$$

Reading the Lanczos list as a list of orbitals would fill all four entries, with energy $2(-0.3-0.1+0.1+0.3)=0$. With four electrons, the list suggests a closed shell and a gap of 0.2 hartree. In fact two electrons sit in a level with room for six, and there is no gap. Every listed energy is correct; the error lies in the counting.

## Even one copy is not guaranteed

The statement "one vector per distinct eigenvalue" needs $P_\lambda v\ne0$ for every level. The uniform vector on the cube is itself the lowest eigenvector, and its run finds only $-0.3$ hartree. The vector with $+1$ on corner 0 and $-1$ on corner 7 changes sign when all three digits are flipped. It overlaps only states with odd $n$, and its run finds $-0.1$ and $0.3$ hartree. A symmetric start can thus hide whole levels. A random start removes this danger with probability one, but it leaves the limit of one copy in place.

## What a block of vectors adds

Collect $p$ start vectors as the columns of a matrix $V$, and let the block Krylov space be the span of all $H^kv_j$. The argument from (1) to (2) applies to every column, now with polynomials that separate all the eigenvalues of $H$. Within a level, the space contains all combinations of the projected columns. The number of independent ones is

$$r_\lambda=\operatorname{rank}(P_\lambda V)\le\min(p,g_\lambda), \tag{8}$$

because a rank exceeds neither the number of columns nor the dimension of the space in which they lie. A completed block run returns $\lambda$ with multiplicity $r_\lambda$, and its space has dimension $\sum_\lambda r_\lambda$.

Equality in (8) holds for a generic block. Let the columns of $U_\lambda$ be an orthonormal basis of the level, so that $r_\lambda$ is the rank of $U_\lambda^\dagger V$. The rank falls below $s=\min(p,g_\lambda)$ only if every $s\times s$ subdeterminant vanishes. These are polynomials in the entries of $V$. They are not identically zero, since $V$ could contain $s$ of the basis vectors as columns. The zeros of such a polynomial have zero volume, so a block drawn from a probability density over all its entries reaches equality with probability one.

For the cube, take $v$ as the first column and add unit vectors on corners 0, 1 and 2 in turn. The completed spaces give:

| Block size | Dimension | Multiplicities found |
|---|---|---|
| 1 | 4 | 1, 1, 1, 1 |
| 2 | 6 | 1, 2, 2, 1 |
| 3 | 8 | 1, 3, 3, 1 |
| 4 | 8 | 1, 3, 3, 1 |

The second row repeats the original mistake in a milder form: it would be wrong to call the middle levels doubly degenerate. For a generic block, a count $r_\lambda=p$ says only that $g_\lambda\ge p$. A count $r_\lambda<p$ gives $g_\lambda=r_\lambda$. The true threefold multiplicity is already visible at $p=3$, but it takes $p=4$ to rule out a fourth state by this criterion. The criterion is safe only for randomly drawn columns. The blocks in the table were picked by hand and happen to reach equality in (8), but the unit vectors on corners 0 and 7 have parallel projections into every level, and as a block with $p=2$ they find each level only once. If the run is cut short, a missing copy may merely not have converged, and a count below $p$ is then no upper limit.

A larger block helps only if its columns bring new directions into the level. The block $\{v,Hv\}$ does not, since $P_\lambda Hv=\lambda P_\lambda v$ is parallel to $P_\lambda v$. On the cube it finds each level once, just as $v$ does.

## Finding the missing states with single vectors

Separate runs can also reveal degeneracy. If $y$ is orthogonal to a completed Krylov space $K$ and $x$ lies in $K$, then $x^\dagger Hy=(Hx)^\dagger y=0$, because $Hx$ is again in $K$. The orthogonal complement is therefore mapped into itself, and a run started there stays there. Each level that was found has lost one dimension. On the cube, a run from $v$, followed by runs from corners 0 and 1 with all earlier spaces projected out, gives dimensions 4, 2 and 2. Together they contain all eight states.

A cheaper test asks only whether a level is degenerate. Run Lanczos from two different starts and compare the normalized eigenvectors at the same energy. For a nondegenerate level they can differ only by a phase, so the magnitude of their overlap is one. If both runs are complete, a smaller magnitude proves degeneracy. For the starts $v$ and corner 0, the magnitudes at the four levels, from the lowest up, are $1$, $0.071$, $0.878$ and $1$. The two middle levels are exposed. The converse is weaker: an overlap of one can also arise when both starts have parallel projections into a degenerate level.

## Nearly degenerate levels

Replace the three hoppings by $t$, $t+d$ and $t+2d$, with small $d>0$. The eigenvectors stay the same, but the level at $-t$ splits into $-(t+3d)$, $-(t+d)$ and $-(t-d)$, and the one at $+t$ into the opposite values. All eight energies are now distinct. The start $v$ overlaps every one of them, and the exact run takes eight steps.

The passage from the fourth to the fifth vector is nevertheless narrow. By (3), $q_{k+1}$ is proportional to $p_k(H)v$, where $p_k$ has degree $k$ and leading coefficient one, and

$$\beta_k=\frac{\|p_k(H)v\|}{\|p_{k-1}(H)v\|}.$$

Since $p_k(H)v$ is orthogonal to all lower powers of $H$ acting on $v$, it has the smallest norm that such a polynomial can give. For $k=4$, compare it with the polynomial whose zeros are the four unsplit levels. Every split energy lies within order $d$ of one of these zeros, so that polynomial gives a norm of order $d$, and the minimum is no larger. The denominator tends to its nonzero value at $d=0$, so $\beta_4$ is at most of order $d$.

Nor is it smaller than that. To first order in $d$, the polynomial takes values proportional to the energy shifts within a level. A correction of lower degree, itself of order $d$, can subtract one common constant per old level. The shifts within a middle level differ, so they cannot all be cancelled. Hence $\beta_4\propto d$ to leading order.

For $d=1.0\times10^{-4}$ hartree the run gives $\beta_4=2.28\times10^{-4}$ hartree, and for half that $d$ it gives $1.14\times10^{-4}$ hartree. A program that stops when $\beta_k$ falls below $10^{-3}$ hartree would end after four steps in both cases and report four levels instead of eight. A small $\beta_k$ is not proof that the space is complete. The overlap test is misled in the same way: for $d=1.0\times10^{-4}$ hartree, runs from $v$ and from corner 0 stopped after four steps still give overlaps of $0.071$ and $0.878$ at the middle levels, although no level is degenerate.

## Why computers do list an energy several times

In floating-point arithmetic the vectors of (3) can lose their orthogonality, and the proof that a level appears once no longer applies. Consider a dimensionless diagonal matrix of size 100, with 99 equally spaced entries from 0 to 1 and one entry equal to 3. The eigenvalue 3 is simple. Start from the vector of ones and take 50 steps in double precision. The resulting $T$ has three eigenvalues within $10^{-8}$ of 3.

The largest error in the mutual overlaps of the computed unit vectors is then of order one: 0.75 in this run, with a precise value that depends on the order of the rounding operations. If each new vector is orthogonalized twice against all earlier ones, this error falls to the rounding level, $7\times10^{-16}$ in this run, and only one eigenvalue near 3 remains. The extra copies came from the loss of orthogonality, and their number in an uncorrected run is no count of the multiplicity.

They do not contradict the simplicity of the spectrum of $T$ either. Diagonalizing the stored $T$ with 80-digit arithmetic separates the top two copies by $7.0\times10^{-16}$ in this run; the value changes with the order of the rounding operations. The bound (6) guarantees only $2.4\times10^{-50}$, but that is enough to exclude an exact coincidence. A list from an uncorrected run can thus show a simple eigenvalue three times, while the exact run on the cube shows a threefold one once.

Rounding can also reveal true copies. It puts tiny components into the directions of a degenerate level that the start vector missed, and when the vectors are kept orthogonal these can grow into further eigenvectors of that level. On the cube, a reorthogonalized run continued past the rounding-size residual of the fourth step is in effect a restart in the orthogonal complement, and it can return all eight states. Repeated energies are genuine when they come with small residuals and linearly independent eigenvectors; how many have appeared at a given step still gives only a lower limit on the multiplicity.
